# Zero-energy guided modes of Dirac electrons in a hyperbolic-secant well

**Question**

I am working on an electron waveguide in monolayer graphene. The channel runs along \(y\) and is defined by a smooth electrostatic well

\[
V(x)=-\frac{U_0}{\cosh(x/L)},\qquad U_0,L>0 .
\]

For one valley and one spin I use

\[
H=\hbar v(\sigma_x k_x+\sigma_y k_y)+V(x),\qquad k_x=-i\,\partial_x ,
\]

with energy measured from the Dirac point far from the well. I want the guided modes at \(E=0\). The exercise says that the first one with \(k_y\neq0\) needs \(U_0L/(\hbar v)>1/2\).

Two things stop me. An ordinary one-dimensional Schrödinger well binds a state however shallow it is, so I do not see where a threshold comes from. Also, when I eliminate one spinor component, the second-order equation for the other has, for small \(k_yL\), two solutions that both decay on the left. Then I have one free constant too many and no quantization. What am I missing?

**Answer**

The surplus solution disappears when you look at both components: the one you eliminated diverges. The threshold comes from fixing the energy at \(E=0\) and asking which \(k_y\) are allowed. This differs from fixing a mass and asking for a binding energy.

**Real first-order equations**

Use the dimensionless quantities

\[
z=\frac{x}{L},\qquad \kappa=k_yL,\qquad \omega=\frac{U_0L}{\hbar v},\qquad w(z)=\frac{\omega}{\cosh z}.
\]

Multiplied by \(L/(\hbar v)\), the two rows of \(H\psi=0\) are

\[
-i(\partial_z+\kappa)\psi_2=w\psi_1,\qquad -i(\partial_z-\kappa)\psi_1=w\psi_2 .
\]

Put \(\psi_1=A\) and \(\psi_2=-ib\). In the first row \((-i)(-i)=-1\); in the second a common factor \(-i\) cancels. Hence

\[
A'=\kappa A+wb,\qquad b'=-\kappa b-wA. \tag{1}
\]

The coefficients are real, so \(A\) and \(b\) can be taken real.

The sign of \(\kappa\) is immaterial: if \((A,b)\) solves (1) for \(\kappa\), then \((b,-A)\) solves it for \(-\kappa\). I take \(\kappa>0\) from here on. The case \(\kappa=0\) is separate, because then

\[
(A^2+b^2)'=2A(wb)+2b(-wA)=0 .
\]

The density is constant and nothing is bound at normal incidence, whatever the depth. A nonzero \(k_y\) is needed for confinement: outside the well \(E^2=(\hbar v)^2(k_x^2+k_y^2)\), so at \(E=0\) the wavevector \(k_x=\pm ik_y\) is imaginary.

**The two solutions on the left**

Far to the left \(w\to0\), and (1) has one solution led by \(A\sim e^{\kappa z}\) and one led by \(b\sim e^{-\kappa z}\). The second diverges as \(z\to-\infty\) and must be dropped. Its \(A\) component, however, is driven by the product \(wb\sim e^{z}e^{-\kappa z}\), so generally \(A\sim e^{(1-\kappa)z}\). For \(\kappa<1\) this decays, which is your surplus solution. (At \(\kappa=1/2\) it acquires a factor \(z\), but \(b\) still diverges.) Requiring both components to decay leaves one solution, up to normalization.

**Reduction to a hypergeometric equation**

Define \(\theta\) by \(\sin\theta=\tanh z\), so that \(\cos\theta=1/\cosh z\) and \(d\theta=dz/\cosh z\). The line becomes the interval \(-\pi/2<\theta<\pi/2\), and (1) becomes

\[
A_\theta=\kappa\sec\theta\,A+\omega b,\qquad b_\theta=-\kappa\sec\theta\,b-\omega A .
\]

Differentiate the first equation and insert the second, using \(\omega b=A_\theta-\kappa\sec\theta\,A\):

\[
A_{\theta\theta}=\kappa\sec\theta\tan\theta\,A+\kappa\sec\theta\,A_\theta-\kappa\sec\theta\,(A_\theta-\kappa\sec\theta\,A)-\omega^2A .
\]

The terms in \(A_\theta\) cancel, leaving

\[
A_{\theta\theta}+\left[\omega^2-\frac{\kappa(\kappa+\sin\theta)}{\cos^2\theta}\right]A=0 .
\]

Now let \(u=\sin\theta=\tanh z\). Since \(\partial_\theta=\cos\theta\,\partial_u\), we have \(A_{\theta\theta}=(1-u^2)A_{uu}-uA_u\), and therefore

\[
(1-u^2)A_{uu}-uA_u+\left[\omega^2-\frac{\kappa(\kappa+1)}{2(1-u)}-\frac{\kappa(\kappa-1)}{2(1+u)}\right]A=0 . \tag{2}
\]

Factor out powers at the two ends:

\[
A=(1-u)^p(1+u)^qF,\qquad p=\frac{\kappa+1}{2},\quad q=\frac{\kappa}{2}.
\]

The choice of \(q\) gives \(A\sim e^{\kappa z}\) on the left. With \(g=-p/(1-u)+q/(1+u)\), the derivatives bring in \(F_u+gF\) and \(F_{uu}+2gF_u+(g^2+g_u)F\), where

\[
g^2+g_u=\frac{p(p-1)}{(1-u)^2}+\frac{q(q-1)}{(1+u)^2}-\frac{2pq}{1-u^2}.
\]

Insert this into (2) and collect the coefficient of \(F\) in partial fractions:

- The term in \(1/(1-u)\) has coefficient \(2p(p-1)+p-\kappa(\kappa+1)/2=p(2p-1)-\kappa(\kappa+1)/2=0\).
- The term in \(1/(1+u)\) has coefficient \(2q(q-1)+q-\kappa(\kappa-1)/2=q(2q-1)-\kappa(\kappa-1)/2=0\).
- The constant is \(\omega^2-p(p-1)-q(q-1)-2pq-p-q=\omega^2-(p+q)^2\), with \(p+q=\kappa+\tfrac12\).

The coefficient of \(F_u\) is \(2(1-u^2)g-u=-1-(2\kappa+2)u\). With \(t=(1+u)/2\), so that \(1-u^2=4t(1-t)\) and \(\partial_u=\tfrac12\partial_t\), this gives

\[
t(1-t)F_{tt}+\left[\kappa+\tfrac12-(2\kappa+2)t\right]F_t+\left[\omega^2-(\kappa+\tfrac12)^2\right]F=0 .
\]

This is the hypergeometric equation with parameters

\[
\alpha=\kappa+\tfrac12-\omega,\qquad \beta=\kappa+\tfrac12+\omega,\qquad \gamma=\kappa+\tfrac12 .
\]

The left-decaying solution is \(F={}_2F_1(\alpha,\beta;\gamma;t)\).

**Quantization on the right**

Because \(\gamma-\alpha-\beta=-(\kappa+\tfrac12)<0\), the standard behaviour of \({}_2F_1\) near \(t=1\) is

\[
F\to G\,(1-t)^{-(\kappa+1/2)},\qquad
G=\frac{\Gamma(\kappa+\tfrac12)^2}{\Gamma(\kappa+\tfrac12-\omega)\,\Gamma(\kappa+\tfrac12+\omega)} . \tag{3}
\]

To read \(G\) physically, compare the two ends. On the left \(1+u\approx2e^{2z}\) and \(1-u\approx2\), so \(A\to2^{\kappa+1/2}e^{\kappa z}\). On the right \(1-u\approx2e^{-2z}\) and \(1-t\approx e^{-2z}\), so

\[
A\to2^{\kappa+1/2}\,G\,e^{-(\kappa+1)z+(2\kappa+1)z}=2^{\kappa+1/2}\,G\,e^{\kappa z}.
\]

Thus \(G\) is the amplitude of the growing exponential on the right per unit amplitude on the left. A guided mode requires \(G=0\). The numerator of (3) is finite and nonzero, and \(\beta>0\), so the remaining possibility is a pole of \(\Gamma(\alpha)\), that is \(\alpha=-n\). With both signs of \(k_y\) restored,

\[
\boxed{\;|k_y|L=\frac{U_0L}{\hbar v}-n-\frac12>0,\qquad n=0,1,2,\ldots\;} \tag{4}
\]

For \(\omega\le1/2\) and \(\kappa>0\), all the Gamma functions in (3) have positive arguments. Then \(G>0\), and no mode exists. For \(\omega>1/2\) the value \(n=0\) is allowed. At \(\omega=1/2\) the \(n=0\) solution has reached \(\kappa=0\), where its density is constant, so the inequality is strict:

\[
\frac{U_0L}{\hbar v}>\frac12 .
\]

Direct integration of (1) agrees with (3). For \(\kappa=0.3\), \(\omega=0.4\), below threshold, both give \(G=0.665521\). For \(\kappa=0.7\), \(\omega=1.7\), both give \(-0.130142\); the negative sign fits a \(\kappa\) lying between the two roots \(1.2\) and \(0.2\).

**The wavefunctions**

When \(\alpha=-n\) the series stops and becomes a Jacobi polynomial:

\[
A(z)=(1-u)^{(\kappa+1)/2}(1+u)^{\kappa/2}P_n^{(\kappa+1/2,\;\kappa-1/2)}(u),\qquad u=\tanh z .
\]

The other component follows from symmetry. Equations (1) with even \(w\) are also solved by the pair \((b(-z),A(-z))\). A bound solution is unique up to a factor, so \(b(z)=sA(-z)\), and applying the operation twice gives \(s^2=1\).

For the sign, let \(A\to a_1e^{-(\kappa+1)z}\) and \(b\to b_1e^{-\kappa z}\) on the right. The first equation of (1) gives \(-(2\kappa+1)a_1=2\omega b_1\), so \(a_1\) and \(b_1\) have opposite signs. Here \(a_1\) has the sign of \(P_n(1)>0\), and \(b_1\) has the sign of \(sP_n(-1)\), which is \(s(-1)^n\). Therefore

\[
b(z)=(-1)^{n+1}A(-z).
\]

The right tail is \(A\sim e^{-(\kappa+1)z}\), \(b\sim e^{-\kappa z}\), so the state is normalizable. For \(n=0\),

\[
|\psi|^2=A^2+b^2=(1-u^2)^\kappa\left[(1-u)+(1+u)\right]=\frac{2}{\cosh^{2\kappa}z}.
\]

As \(\omega\to1/2^+\), \(\kappa\to0\) and the mode spreads without limit.

**Why there is a threshold**

A second argument needs no special functions. Write \(A=r\cos\varphi\), \(b=r\sin\varphi\). From (1),

\[
\varphi'=\frac{Ab'-bA'}{r^2}=-w-\kappa\sin2\varphi . \tag{5}
\]

The mode must start on the left with \(b/A\to0\), say \(\varphi=0\), and end on the right with \(A/b\to0\), an odd multiple of \(\pi/2\). The well turns the spinor towards negative \(\varphi\). It cannot turn back through zero, since \(\varphi'=-w<0\) there. Nor can it start from zero on the positive side: for small \(\varphi>0\), (5) gives \(\varphi'<0\), so going back to the left \(\varphi\) would grow instead of tending to zero.

While \(-\pi/2<\varphi<0\), \(\sin2\varphi\) is negative, so the \(\kappa\) term opposes the turn. Integrating up to the point \(z_1\), possibly infinite, where \(\varphi\) first reaches \(-\pi/2\) gives

\[
\int_{-\infty}^{z_1}w\,dz=\frac{\pi}{2}+\kappa\int_{-\infty}^{z_1}|\sin2\varphi|\,dz>\frac{\pi}{2}.
\]

The well must supply a quarter turn and also overcome the opposing term. Since \(\int dz/\cosh z=\pi\), the total supply here is \(\pi\omega\), and again \(\omega>1/2\). The argument did not use the shape, so a smooth, integrable, attractive well needs

\[
\int|V|\,dx>\frac{\pi\hbar v}{2}
\]

for an \(E=0\) mode with \(k_y\neq0\). Numerically, a first mode at \(\kappa=0.2\) needs a dimensionless area \(\int w\,dz\) of 2.199 for the \(1/\cosh\) well and 1.875 for a Gaussian \(w\propto e^{-z^2}\). At \(\kappa=0.02\) the areas are 1.634 and 1.601, close to the bound \(\pi/2\approx1.571\).

This also resolves the comparison with the Schrödinger well. There the mass is fixed and the binding energy may be as small as the well demands. Here \(\hbar v|k_y|\) plays the part of a mass term, and \(E=0\) lies in the middle of the gap that the surrounding graphene has at that fixed \(k_y\), from \(-\hbar v|k_y|\) to \(+\hbar v|k_y|\). Taken over all \(k_y\), the surroundings have no gap. Lowering \(k_y\) shrinks the gap but does not remove the required quarter turn. The threshold concerns \(E=0\) and says nothing against modes at other energies.

**Propagation along the channel**

Since \(\partial H/\partial k_y=\hbar v\sigma_y\), the Hellmann–Feynman theorem gives the group velocity

\[
\frac{v_g}{v}=\langle\sigma_y\rangle=\frac{-2\int Ab\,dz}{\int(A^2+b^2)\,dz},
\]

because \(\psi^\dagger\sigma_y\psi=-iA(-ib)+i(ib)A=-2Ab\). For \(n=0\), \(Ab=-1/\cosh^{2\kappa+1}z\). Using

\[
\int_{-\infty}^{\infty}\frac{dz}{\cosh^sz}=\int_{-1}^{1}(1-u^2)^{s/2-1}du=\frac{\sqrt\pi\,\Gamma(s/2)}{\Gamma((s+1)/2)}
\]

with \(s=2\kappa+1\) and \(s=2\kappa\), one finds for \(\kappa>0\)

\[
\frac{v_g}{v}=\frac{\Gamma(\kappa+\frac12)^2}{\Gamma(\kappa)\,\Gamma(\kappa+1)} .
\]

Near threshold \(\Gamma(\kappa)\approx1/\kappa\) and \(\Gamma(\tfrac12)^2=\pi\), so \(v_g\approx\pi\kappa v\): the mode at \(E=0\) is slow. For large \(\kappa\) the ratio tends to 1. Modes at \(-k_y\) run the other way.

**A channel with numbers**

Take \(L=20\) nm, \(U_0=75\) meV and \(v=1.0\times10^6\) m/s, rough typical values for a gate-defined channel in encapsulated graphene. The well is 52.7 nm wide at half depth. With \(\hbar v=658.2\) meV nm,

\[
\omega=\frac{75\times20}{658.2}=2.279,\qquad
U_0^{\rm min}=\frac{\hbar v}{2L}=\frac{658.2}{40}=16.5\ \text{meV}.
\]

The allowed values are \(\kappa_0=2.279-0.5=1.779\) and \(\kappa_1=0.779\). The next would be negative; it needs \(\omega>5/2\), five times the threshold depth, or about 82 meV. Dividing by \(L\):

- \(n=0\): \(k_y=0.0889\ \text{nm}^{-1}\), \(v_g=0.87v\), gap edge \(\hbar vk_y=58.5\) meV.
- \(n=1\): \(k_y=0.0389\ \text{nm}^{-1}\), \(v_g=0.60v\), gap edge \(25.6\) meV.

The density of the first mode has a full width at half maximum of \(2L\,\text{arccosh}(2^{1/(2\kappa_0)})=25.8\) nm, about half that of the well.

**How far to trust this for a device**

\(U_0\) must be the total, already screened potential. I have not solved the electrostatics, which could change both depth and shape. The local wavevector at the centre, \(U_0/(\hbar v)=0.114\ \text{nm}^{-1}\), corresponds to a rough local carrier density of \(4\times10^{11}\ \text{cm}^{-2}\). The following estimates change one thing at a time, with the other parameters held fixed.

- **Velocity.** Raising \(v\) by 10% lowers \(k_y\) to 0.0786 and 0.0286 nm\(^{-1}\), by 12% and 27% for \(n=0\) and \(n=1\).
- **Shape.** A Lorentzian well \(-U_0/[1+(x/L)^2]\) has the same depth and area. It gives 0.0802 and 0.0214 nm\(^{-1}\), lower by 10% and 45%. The area sets the general bound, but it does not fix \(k_y\).
- **Charge puddles.** If slow disorder shifts the energy by a rough 5 meV either way, \(k_y\) ranges from 0.080 to 0.098 nm\(^{-1}\) for \(n=0\) and from 0.024 to 0.051 nm\(^{-1}\) for \(n=1\). The count of two modes belongs to \(E=0\): a third, weakly bound mode is already present at \(+1\) meV, at \(k_y\approx0.0025\) nm\(^{-1}\), and lies at \(k_y\approx0.013\) nm\(^{-1}\) at \(+5\) meV. At 5 meV from the Dirac point the graphene outside the channel also has propagating states, with \(|k_y|\) below about 0.008 nm\(^{-1}\). Disorder that varies along \(y\) can scatter guided electrons into them, a loss this model leaves out.
- **Temperature.** The thermal energy is 0.34 meV at 4 K, small beside both gap edges. At 300 K it is 25.9 meV, comparable with the \(n=1\) edge, and the number of guided modes with \(k_y>0\) changes within that energy range, from none at \(-25.9\) meV to four at \(+25.9\) meV, so a description at the single energy \(E=0\) no longer suffices.
- **Lattice.** In nearest-neighbour tight binding, trigonal warping changes the band energy by at most about 0.4% of its linear value at the central wavevector. On such a lattice, with the channel along the zigzag direction, \(k_y\) measured from the valley centre moves by about \(\pm0.00006\) nm\(^{-1}\) for \(n=0\) and \(\pm0.00025\) nm\(^{-1}\) for \(n=1\), with opposite signs for the two directions. The Fourier amplitude of the ideal smooth well at the valley separation is about \(10^{-232}\) of its zero-wavevector value, so this well does not mix valleys appreciably. Atomic-scale defects are a separate matter.

For these parameters the first mode is moderately sensitive to the changes of velocity, shape and energy, and the second much more so. The change of \(v\) shifts both values of \(k_y\) by the same amount, which is a larger fraction of the smaller one. In the other two cases the absolute shift of the second mode is larger as well. A uniform substrate-induced gap adds a term \(\Delta\sigma_z\) to \(H\). A rotation of the spinor about the \(\sigma_x\) axis merges it with the \(\sigma_y\) term, so (4) then holds with \(|k_y|L\) replaced by \(\sqrt{(k_yL)^2+(\Delta L/\hbar v)^2}\). A gap that varies with \(x\) is not covered by this. The remaining digits are in the numerical output below.

## Values computed for the example and the checks

```
well length L = 20.0 nm, depth U0 = 75.0 meV
velocity v = 1.00e+06 m/s, hbar v = 658.21 meV nm
omega = U0 L/(hbar v) = 2.2789 (dimensionless)
threshold depth for first mode = 16.46 meV
full width of well at half depth = 52.7 nm
number of modes with ky > 0 = 2
mode n=0: kappa = 1.7789, ky = 0.08895 1/nm
mode n=0: group velocity / v = 0.8704
mode n=0: continuum edge hbar v ky = 58.54 meV
mode n=1: kappa = 0.7789, ky = 0.03895 1/nm
mode n=1: group velocity / v = 0.5955
mode n=1: continuum edge hbar v ky = 25.63 meV
n=0 group velocity / v from Gamma formula = 0.8704
n=0 density full width at half maximum = 25.79 nm
basis of 101 plane waves: largest error of kappa = 1.8e-05
basis of 201 plane waves: largest error of kappa = 4.1e-09
largest relative residual of closed-form spinors = 5.6e-11
G(kappa=0.3, omega=0.4): integrated 0.665521, formula 0.665521
G(kappa=0.7, omega=1.7): integrated -0.130142, formula -0.130142
G(kappa=1.2, omega=2.5): integrated -0.018548, formula -0.018548
pi/2 = 1.5708 (lower bound on dimensionless well area)
area for n=0 at kappa=0.02: 1/cosh 1.6336, Gaussian 1.6007
area for n=0 at kappa=0.2: 1/cosh 2.1991, Gaussian 1.8754
Effects outside the model:
n=0: ky with v 10% larger = 0.07859 1/nm
n=0: ky in Lorentzian well = 0.08019 1/nm
n=0: ky at E = -/+5 meV = 0.08011 / 0.09759 1/nm
n=1: ky with v 10% larger = 0.02859 1/nm
n=1: ky in Lorentzian well = 0.02143 1/nm
n=1: ky at E = -/+5 meV = 0.02427 / 0.05088 1/nm
Lorentzian: shift of kappa on doubling the range = 5.4e-10
thermal energy at 4 K = 0.345 meV, at 300 K = 25.85 meV
largest local wavevector U0/(hbar v) = 0.1139 1/nm
local carrier density at centre (rough) = 4.13e+11 1/cm2
carbon-carbon distance used = 0.142 nm
largest relative band deviation (warping) = 0.00408
log10 of relative intervalley Fourier weight = -232
```
